# Why paralleling transistors leaves resistance times gate charge unchanged

Suppose a switching circuit wastes too much power and its designer doubles the number of transistors in parallel, expecting a better switch because the resistance halves. In the example worked out below, going from eight transistors to sixteen raises the loss from 2.28 to 2.91 mW. The resistance did fall. What the designer overlooked is that the gate charge rose by the same factor, and that charge has to be paid for in every switching cycle.

## The belief and its appeal

A power switch can be judged by the product $RQ$. Here $R$ is the on-state drain voltage divided by the drain current, and $Q$ is the charge that the driver delivers to the gate in one turn-on. A small product is good: a low resistance wastes little power while current flows, and a low charge makes the switch cheap to operate.

The belief is that a bank of identical transistors has a better product than one of them. Part of the reasoning behind it is sound. A bank does have a lower resistance, and at a given load current it does waste less power in conduction. If the gate charge is regarded as a fixed property of the transistor type, the product seems to fall with the resistance. A measurement can even appear to confirm this, for a reason derived below.

## The product of a bank

Connect $N$ identical transistors gate to gate, drain to drain and source to source. Assume that the wiring has negligible resistance and that all the transistors are at the same temperature. Each gate is driven from 0 to $V_g$, and the drain stands at $V_d$ in the off state.

In the on state all the transistors have the same drain voltage $v$, so each carries the same current $i=v/R$. The currents add, and the bank's resistance is

$$R_N=\frac{v}{Ni}=\frac{R}{N}.$$

The driver must charge every gate between the same two states, so the charges add as well, $Q_N=NQ$. Therefore

$$R_NQ_N=\frac{R}{N}\,NQ=RQ .$$

One condition is contained in the symbol $R$. It is the resistance of one transistor carrying the current $i$, so the comparison is between a bank carrying $Ni$ and a single transistor carrying $i$. At small drain voltage $R$ and $Q$ no longer depend on the current, and this condition drops out.

If the transistors differ, let $G_k=1/R_k$ be their conductances at small drain voltage. Conductances and charges still add, and $Q_k=G_k(R_kQ_k)$, so

$$R_{\rm bank}Q_{\rm bank}=\frac{\sum_k Q_k}{\sum_j G_j}
=\sum_k w_k\,R_kQ_k,\qquad w_k=\frac{G_k}{\sum_j G_j}.$$

The weights are positive and add to one. The bank's product is thus a weighted mean and cannot be lower than that of its best member. For four unequal transistors with products 2.150, 2.850, 2.355 and 1.431 Ω nC, the bank has 2.209 Ω nC.

Shared wiring resistance makes matters worse. A resistance $R_s$ in series with the whole bank is not divided by $N$:

$$\left(\frac RN+R_s\right)NQ=RQ\left(1+\frac{NR_s}{R}\right).$$

A shared capacitance $C_s$ on the gate wiring acts differently. It adds a fixed charge $C_sV_g$, so the product becomes $RQ+RC_sV_g/N$. This falls as transistors are added, but never below $RQ$.

## What the product contains

A transistor model shows why width cancels and what does not. Let the channel have width $W$, length $L$ and constant mobility $\mu$, and let $C$ be the gate-insulator capacitance per unit area. The overdrive is $u=V_g-V_T$, with $V_T>0$ the threshold voltage. In the gradual-channel approximation, the mobile charge per area where the channel potential is $V$ has magnitude $C(u-V)$. The current is then

$$i=\mu WC(u-V)\frac{dV}{dx}.$$

The current is the same at every $x$. Integrating from the source, where $V=0$, to the drain end, where $V=v$, gives

$$iL=\mu WC\left(uv-\frac{v^2}{2}\right).$$

Dividing $v$ by $i$ gives the channel resistance $L/[\mu WC(u-v/2)]$. At small $v$, adding two contacts of resistance $\rho/W$ each,

$$R=\frac{1}{W}\left(\frac{L}{\mu Cu}+2\rho\right).$$

The gate charge is the difference between the charges in the on and off states. The channel is empty when off and holds $WLCu$ when on. The gate also overlaps the source and the drain by a length $l$ each, which adds two capacitors $c=WlC$. Across the source overlap the voltage changes by $V_g$. Across the drain overlap it goes from $-V_d$ to nearly $+V_g$, a change of $V_g+V_d$. Hence

$$Q=WC\left[Lu+l(2V_g+V_d)\right].$$

Since $R\propto 1/W$ and $Q\propto W$, the width cancels from $RQ$. A bank of $N$ transistors is, in this respect, one transistor of width $NW$. Without contacts and overlaps the product takes a simple form:

$$RQ=\frac{L}{\mu WCu}\,WLCu=\frac{L^2}{\mu}.$$

The insulator and the overdrive have cancelled too. Within this model a shorter channel or a higher mobility improves the ideal product.

A shorter channel has a price in breakdown. If a lateral device can tolerate a mean off-state field of at most $E_m$, then $L\ge V_d/E_m$ and $L^2/\mu\ge V_d^2/(\mu E_m^2)$. Under that assumption, and if the gate covers the whole blocking length as in this model, the required blocking voltage sets a floor for the ideal product, and paralleling does not lower the floor. Devices that block the voltage across an ungated drift region have a shorter gate and are not bound by this floor.

## An indium oxide switch

Take a thin-film transistor of indium oxide with an alumina gate insulator, in the units that engineers use. The width is 1 mm, the channel length 2 µm, the mobility 40 cm²/Vs and the threshold 0.5 V. The gate is driven to 3 V, so $u=2.5$ V, and the off-state drain voltage is 5 V. The insulator has $C=0.472$ µF/cm². Each contact contributes 0.5 Ω mm and each overlap is 0.5 µm long.

With $L/W=0.002$, the channel resistance is

$$\frac{0.002}{40\times0.472\times10^{-6}\times2.5}\ \Omega\approx42.4\ \Omega .$$

The contacts add 1.0 Ω, so $R=43.35$ Ω. The channel area is $2\times10^{-5}$ cm², which gives a channel capacitance of 9.44 pF and a channel charge of 23.6 pC. Each overlap has $c=2.36$ pF, and the voltage changes add to $2\times3+5=11$ V, giving 26.0 pC. The total is $Q=49.58$ pC. Compare one transistor with eight at small drain voltage:

- One transistor: $43.35\ \Omega\times49.58\ \text{pC}=2.150$ Ω nC.
- Eight transistors: $5.419\ \Omega\times396.7\ \text{pC}=2.150$ Ω nC.

The ideal value is $L^2/\mu=(2\times10^{-4}\ \text{cm})^2/(40\ \text{cm}^2/\text{Vs})=10^{-9}$ V s, or 1.0 Ω nC. Overlaps and contacts have more than doubled it. A shared wiring resistance of 0.2 Ω would raise the product of the eight-transistor bank by the factor $1+8\times0.2/43.35=1.037$, to 2.229 Ω nC.

## Why a measurement can seem to disagree

Now hold the total load current at 20 mA while transistors are added. The product falls from 2.339 Ω nC for one transistor to 2.163 for eight, a drop of about 7.5%. This looks like a benefit of paralleling, but the current per transistor has changed from 20 to 2.5 mA. A single transistor carrying 2.5 mA also has a product of 2.163 Ω nC.

The current matters because the drain voltage is not negligible. Consider first the ideal channel. From the current equation, $dx=\mu WC(u-V)\,dV/i$, so the channel charge is

$$Q_{\rm ch}=WC\int_0^L(u-V)\,dx
=\frac{\mu W^2C^2}{i}\int_0^v(u-V)^2\,dV .$$

Write $m=u-v/2$ for the mean of $u-V$ over the voltage range. The integral is

$$\int_0^v(u-V)^2dV=v\left(u^2-uv+\frac{v^2}{3}\right)
=v\left(m^2+\frac{v^2}{12}\right).$$

Multiply $Q_{\rm ch}$ by $R=v/i$ and insert $i=\mu WCvm/L$ for both factors of $i$:

$$RQ_{\rm ch}=\frac{\mu W^2C^2v^2(m^2+v^2/12)}{i^2}
=\frac{L^2}{\mu}\left(1+\frac{v^2}{12m^2}\right).$$

To first order in $v$ the rise in resistance and the fall in channel charge cancel. One ideal transistor at 20 mA has $v=1.081$ V and $m=1.96$ V, and its product is 2.5% above $L^2/\mu$.

The overlap charge spoils the first-order cancellation. The resistance rises by the fraction $v/2u$, whereas the overlap charge $Q_{\rm ov}$ falls by just $cv$. Neglecting the small contact resistance, the fractional change of the product is

$$\frac{\Delta(RQ)}{RQ}\approx\frac{Q_{\rm ov}}{Q}\frac{v}{2u}-\frac{cv}{Q}.$$

With eight transistors $v=0.111$ V, and this gives $0.0116-0.0053\approx0.6\%$. That is the difference between 2.163 and the small-voltage value of 2.150 Ω nC. For one transistor at the full load the drain voltage is 1.108 V, too large for a first-order estimate.

The gate voltage during switching also changes with the current. With a load that holds the current constant, and a driver current much smaller than the load current, the gate voltage pauses at a plateau while the drain voltage falls towards its on-state value. The pause lasts as long as the channel is saturated. Setting $v$ equal to the overdrive at the plateau, $V_p-V_T$, in the current equation gives $i=\mu WC(V_p-V_T)^2/2L$, and hence

$$V_p=V_T+\sqrt{\frac{2iL}{\mu WC}} .$$

Sharing 20 mA among eight transistors lowers the plateau from 2.56 to 1.23 V. The plateau does not enter the total charge separately. If the channel charge follows the terminal voltages without delay, the gate charge depends on the end states alone.

This can be checked for one transistor at 20 mA, without contact resistance. Dividing the ideal product $RQ_{\rm ch}$ by $R=L/(\mu WCm)$ gives $Q_{\rm ch}=WLCm(1+v^2/12m^2)$. The end states therefore give a channel charge of $9.44\times1.96\times1.025\approx19.0$ pC and an overlap charge of $2.36\times(11-1.08)\approx23.4$ pC, together 42.4 pC. Integrating the gate current through the rise, the plateau and the final rise also gives 42.4 pC.

## What paralleling does accomplish

Let the bank carry a current $I$ for a fraction $D$ of each cycle, at frequency $f$. Conduction costs $DI^2R/N$. The driver supply delivers the charge $NQ$ at the voltage $V_g$ once per cycle, which costs $NQV_gf$ if no energy is recovered. With $a=DI^2R$ and $b=QV_gf$, completing the square gives

$$P(N)=\frac aN+bN=\left(\sqrt{\frac aN}-\sqrt{bN}\right)^2+2\sqrt{ab}.$$

The square vanishes at $N_*=\sqrt{a/b}$. Treating $N$ as continuous and using the small-voltage $R$ and $Q$,

$$N_*=I\sqrt{\frac{DR}{QV_gf}},\qquad
P_{\min}=2I\sqrt{DV_gf\,RQ}.$$

The number of transistors sets the balance between the two losses, and the product $RQ$ sets the least total that can be reached. Well below $N_*$ conduction dominates and more transistors help. Well above it gate charge dominates and more transistors hurt. At very low frequency $N_*$ becomes large, and a switch that seldom operates can gain from paralleling until area or leakage matters.

For $I=20$ mA, $D=0.5$ and $f=1$ MHz,

$$a=0.5\times(0.020)^2\times43.35\ \text{W}=8.67\ \text{mW},$$
$$b=49.58\times10^{-12}\times3\times10^6\ \text{W}=0.149\ \text{mW}.$$

Hence $N_*=7.6$ and $P_{\min}=2.27$ mW. A search over whole numbers from 1 to 16, with the finite drain voltage included, finds the least loss at eight transistors, 2.28 mW. The loss is 11.2 mW with one transistor, 2.84 mW with four and 2.91 mW with sixteen.

Halving the channel length, with the load, voltages, contacts and overlaps held fixed, lowers the product to 0.838 Ω nC. The least loss, now with six transistors, is 1.42 mW. With gate drive and conduction as the only losses, the ratio of the two least losses is 0.625, and the square root of the ratio of the products is 0.624. The mean off-state field along the channel doubles, from 0.025 to 0.05 MV/cm, so the gain is available only if the shorter device still blocks 5 V.

## How far the example can be trusted

The parameters are rough typical values, not data for a particular device. Indium oxide films can have mobilities of tens of cm²/Vs, so 40 is in a realistic range. Five volts is low for a power device, and 2 µm is long beside research transistors with submicrometre channels. Real indium oxide transistors can also have a negative threshold, in which case zero gate voltage would not turn them off. A correction that may be large comes from having treated gate drive and conduction as the only losses; only crude upper estimates of it are given here. With eight transistors, recharging the drain overlaps costs 0.76 mW if their whole charge, $c(V_g+V_d)$ each, is drawn from the 5 V supply in every cycle. This is an upper estimate, because part of that charge can flow while the drain voltage is low. The simultaneous presence of voltage and current during switching costs about 0.20 mW with a 200 mA driver, if the whole gate-charging time is counted. Including both at these upper values shifts the optimum from 7.6 to 5.7 transistors and the least loss from 2.27 to 3.05 mW. In these estimates both costs grow in proportion to $N$. To that extent the relevant product becomes $R$ times the switching energy per transistor, which paralleling leaves unchanged. The actual extra loss depends on the load circuit. With a clamped constant-current load, the rising gate returns part of the overlap charge to the 5 V supply and the load current recharges the overlap while the drain voltage is low. The net cost can then be an order of magnitude below these estimates and need not be proportional to $N$.

Other corrections are smaller than these upper estimates:

- **Density of states.** For an assumed electron mass of 0.2 free-electron masses, the Fermi energy is 88 meV against a thermal energy of 26 meV, so the electrons are degenerate. The finite density of states lowers the channel charge by about 3.4%. The channel resistance rises to match while the overlap charge stays, so $RQ$ rises by about 2%. The thickness of the electron layer matters more. If the electrons are centred 1.5 nm from the insulator in a film of relative permittivity 9, the two effects together lower the channel charge by about 11% and raise $RQ$ by about 6%. That distance suits a film about 3 nm thick; in thicker films the electrons sit 2 to 3 nm out and $RQ$ rises somewhat more.
- **Heating.** With an assumed 300 K/W per transistor, conduction warms a single transistor by 3.3 K and each of eight by 0.04 K. The thermal resistance depends strongly on the substrate. An isolated transistor of this size on thick glass would have roughly 2000 K/W, and a single one carrying the full load would warm by more than 20 K. In such a case paralleling also changes $R$ by cooling the channels, and the equal-temperature condition fails. Whether $R$ then falls or rises depends on how the mobility and the threshold vary with temperature.
- **Speed.** The channel transit scale $L^2/\mu u$ is 0.4 ns at full overdrive, but longer while the overdrive is still small. With a gate-charging time of 2.0 ns for the bank, the channel charge therefore lags noticeably behind the gate voltage during turn-on. The 200 mA driver current exceeds the load current, so the plateau formula does not apply to this fast turn-on. Once the channel has settled, the charge between the end states is the same.
- **Insulator field.** With 5 V across an insulator 15 nm thick, the field in the drain overlap is 3.3 MV/cm, below the rough 5 to 10 MV/cm at which good alumina films break down. The estimated tunnel current is negligible. Field crowding at the gate edge is not in the model, so no breakdown voltage follows from it.

The remaining estimates are listed in the numerical output.

## Computed results

```
Width 1.0 mm; channel 2.0 um
Mobility 40 cm2/Vs; threshold 0.5 V
Gate drive 3.0 V; drain off 5.0 V
Insulator 15 nm; permittivity 8.0
Each contact 0.50 ohm mm; overlap 0.50 um
Insulator capacitance 0.472 uF/cm2
Channel resistance 42.35 ohm
Both contacts 1.00 ohm
Channel charge 23.61 pC
Overlap charge 25.97 pC
One: R 43.353 ohm; Q 49.58 pC
One: product 2.1496 ohm nC
Bank of 8: R 5.419 ohm; Q 396.67 pC
Bank of 8: product 2.1496 ohm nC
Ideal L^2/mobility 1.0000 ohm nC
Same 2.50 mA each: one 2.1626, bank 2.1626 ohm nC
Fixed total load, N=1: product 2.3391 ohm nC
Fixed total load, N=2: product 2.2133 ohm nC
Fixed total load, N=4: product 2.1772 ohm nC
Fixed total load, N=8: product 2.1626 ohm nC
Fixed total load, N=16: product 2.1559 ohm nC
Drain voltage at load: N=1 1.108 V; N=8 0.111 V
Ideal channel at load: v 1.081 V; product factor 1.0253
Plateau: N=1 2.558 V; N=8 1.228 V
Path charge each: N=1 42.40 pC; N=8 48.82 pC
Unequal products (ohm nC): 2.150, 2.850, 2.355, 1.431
Unequal bank product 2.209 ohm nC
Shared 0.20 ohm, N=8: product 2.2289 ohm nC
Load 20 mA; duty 0.50; frequency 1.0 MHz
Formula optimum N 7.63; loss 2.271 mW
Search optimum N 8; loss 2.279 mW
Search loss at N=1: 11.209 mW
Search loss at N=4: 2.844 mW
Search loss at N=16: 2.909 mW
Half channel length: product 0.8378 ohm nC
Half length: best N 6; loss 1.424 mW
Half length: loss ratio 0.6246; root product ratio 0.6243
Neglected drain-charge loss, N=8: 0.756 mW
Neglected crossover loss, N=8: 0.198 mW
Driver 200 mA; gate time 1.98 ns
With both losses: optimum N 5.69; loss 3.049 mW
Assumed thermal resistance 300 K/W each
Heating: N=1 3.32 K; N=8 0.042 K
Peak insulator field 3.33 MV/cm
Mean lateral off field 0.025 MV/cm
Tunnel barrier 2.8 eV; mass 0.3 m_e
Tunnel current density 3.0e-16 A/cm2
Off leakage, swing 100 mV/decade, N=8: 5.0e-10 A
Channel mass 0.2 m_e; Fermi energy 88 meV
Thermal energy at 300 K: 25.9 meV
Channel charge drop from finite state density 3.4 %
Mean drift velocity at load, N=8: 2.2e+04 cm/s
Channel transit scale 0.40 ns
```
